# Ideal photoconductive gain of a thin-film channel, and its limits

## Question

I have an exercise on a photoconductor made from an amorphous oxide film. The carrier lifetime is 1 s, the mobility is 10 cm²/Vs, the channel is 10 µm long and the bias is 10 V. I am asked for the ideal photoconductive gain.

I found the formula $G=\mu\tau V/L^2$ and put in $10\times1\times10/10^2=1$. One electron per photon looked reasonable, until I noticed that I had used centimetres in the mobility and micrometres in the length. With the units repaired, the gain is enormous, and now I don't believe the formula. One photon frees one electron. Once that electron has reached the anode, it is gone. How can the circuit carry more than one electron per photon, and where does the second factor of $L$ come from?

## Answer

Your formula is right for the ideal case, and your doubt is a good one: the gain depends on what happens after the electron reaches the anode.

**What is being counted.** Gain here means the number of extra electrons passed round the external circuit per *absorbed* photon, in steady light. I assume that

- each absorbed photon frees one electron and one hole, uniformly along the channel;
- the hole stays trapped where it was made, while the electron drifts;
- the contacts are ohmic, so an electron that leaves at the anode is replaced at the cathode;
- the field is uniform, and the light is too weak to change the lifetime.

**Transit time.** The field is

$$F=\frac VL=\frac{10\ \text{V}}{10^{-3}\ \text{cm}}=10^4\ \text{V/cm},$$

and the drift speed is $v=\mu F=10^5$ cm/s. The time to cross the channel is therefore

$$t_{\rm tr}=\frac Lv=\frac{L}{\mu V/L}=\frac{L^2}{\mu V}=\frac{10^{-3}\ \text{cm}}{10^5\ \text{cm/s}}=10\ \text{ns}.$$

This is where both factors of $L$ arise. A longer channel gives a longer path, and at fixed bias it also gives a weaker field.

**Number of extra electrons.** Let $R$ be the number of photons absorbed per second and $N$ the number of extra electrons in the film. Light adds electrons and recombination removes them:

$$\frac{dN}{dt}=R-\frac N\tau .$$

Drift out of the channel does not appear, because each departure is matched by an arrival. If the light is switched on at $t=0$, the solution is

$$N(t)=R\tau\left(1-e^{-t/\tau}\right)\;\longrightarrow\;R\tau .$$

**Current.** For a film of width $W$ and thickness $d$, the extra density is $N/(LWd)$. The photocurrent is charge times density times speed times cross-section:

$$I_{\rm ph}=q\,\frac{N}{LWd}\,v\,Wd=\frac{qNv}{L}=\frac{qR\tau}{t_{\rm tr}} .$$

Dividing by $qR$ gives electrons per photon:

$$G=\frac{I_{\rm ph}}{qR}=\frac{\tau}{t_{\rm tr}}=\frac{\mu\tau V}{L^2}.$$

With every length in centimetres,

$$G=\frac{(10\ \text{cm}^2/\text{Vs})(1\ \text{s})(10\ \text{V})}{(10^{-3}\ \text{cm})^2}=\frac{100}{10^{-6}}=10^8 .$$

Your first result, 1, was really 1 cm²/µm². Since 1 cm is $10^4$ µm, that is $10^8$.

### Why the answer can exceed one

When the electron leaves, the trapped hole remains. The film is then one electron short of neutrality, and the cathode supplies another. This continues until some electron recombines with the hole. The photon does not create $10^8$ electrons; it keeps the film more conductive for one second, during which $10^8$ transits fit. The battery provides the energy: $GqV=10^9$ eV per photon, against a photon energy of 3.4 eV for 365 nm light.

Your picture, in which the electron is simply gone, describes a contact that cannot replace it. In a uniform field, an electron moving a distance $s$ receives the energy $qFs=qVs/L$. The battery supplies this by passing a charge $Q$ through the voltage $V$, so $Q=qs/L$. For an electron born a distance $x$ from the anode, the probability of surviving to distance $s$ is $e^{-s/(v\tau)}$, and its mean path is

$$\int_0^x e^{-s/(v\tau)}\,ds=v\tau\left(1-e^{-x/(v\tau)}\right).$$

Divide by $L$, average over $x$ from 0 to $L$, and write $r=\tau/t_{\rm tr}=v\tau/L$:

$$G_{\rm blocked}=r\left[1-r\left(1-e^{-1/r}\right)\right]\le\frac12 .$$

The bound follows because the path cannot exceed $x$, whose average is $L/2$. This counts the electron's motion alone, and it describes the early response only: the trapped holes left behind build up charge, and the field does not stay uniform. I followed 200,000 simulated electrons with random starting points and exponentially distributed lives, for $r=5$. With replacement, 4.997 electrons passed per photon; without it, 0.469, where the formula gives 0.468.

### The price is speed

After one lifetime of steady light, the gain has reached 63% of its final value, and after five lifetimes 99.3%. For light modulated as $R_0+R_1\cos\omega t$, the balance equation gives a varying part of amplitude

$$N_1=\frac{R_1\tau}{\sqrt{1+\omega^2\tau^2}} .$$

This falls by $\sqrt2$ at $\omega\tau=1$, that is, at $f=1/(2\pi\tau)=0.16$ Hz. The product

$$Gf=\frac{\tau}{t_{\rm tr}}\,\frac{1}{2\pi\tau}=\frac1{2\pi t_{\rm tr}}=16\ \text{MHz}$$

does not contain $\tau$. In this model a longer lifetime buys gain by giving up bandwidth in the same proportion.

### How still must the hole be?

This assumption is demanding, as an estimate shows. Suppose holes have a small effective mobility $\mu_p$, with trapping included. Measure $x$ from the anode, so that holes drift towards larger $x$. Take an n-type film with dark density $n_0$, and light weak enough that the excess density is much smaller than $n_0$. Neutrality makes the excess electron density equal to the hole density $p$. If $g$ pairs are made per unit volume and time, then to first order in the light

$$\mu_pF\,\frac{dp}{dx}=g-\frac p\tau .$$

The ohmic anode injects no holes, so $p(0)=0$ and

$$p(x)=g\tau\left(1-e^{-x/(\lambda L)}\right),\qquad \lambda=\frac{\mu_p\tau F}{L}=\frac{\mu_p\tau V}{L^2}.$$

Here $\lambda$ is the distance a hole drifts in one lifetime, in units of the channel length. Averaging over the channel,

$$\langle p\rangle=\frac1L\int_0^L p\,dx=g\tau\left[1-\lambda\left(1-e^{-1/\lambda}\right)\right].$$

Because $p$ varies with $x$, the field changes slightly too, by $\delta F(x)$. The first-order change in current density is

$$\delta J=q\mu n_0\,\delta F+q(\mu+\mu_p)F\,p .$$

In steady state $\delta J$ is the same at every $x$, so it equals its own average. The bias is fixed, so $\delta F$ averages to zero, leaving $\delta J=q(\mu+\mu_p)F\langle p\rangle$. Photons are absorbed at the rate $gL$ per unit cross-section, hence

$$G=\frac{\delta J}{qgL}=\frac{(\mu+\mu_p)\tau V}{L^2}\left[1-\lambda\left(1-e^{-1/\lambda}\right)\right].$$

For small $\lambda$ the bracket is close to $1-\lambda$, and the ideal result returns. For large $\lambda$, $1-e^{-1/\lambda}\approx1/\lambda-1/(2\lambda^2)$, so the bracket tends to $1/(2\lambda)$ and

$$G\to\frac12\left(1+\frac{\mu}{\mu_p}\right).$$

The lifetime has dropped out: holes now leave through the cathode before they recombine. For your numbers:

| $\mu_p$ (cm²/Vs) | $\lambda$ | $G$ |
|---|---|---|
| $10^{-9}$ | 0.01 | $9.9\times10^7$ |
| $10^{-8}$ | 0.1 | $9.0\times10^7$ |
| $10^{-7}$ | 1 | $3.7\times10^7$ |
| $10^{-6}$ | 10 | $4.8\times10^6$ |
| $10^{-3}$ | $10^4$ | $5.0\times10^3$ |

To keep 90% of the ideal gain, the hole mobility must be no more than about $10^{-8}$ cm²/Vs, a billion times below the electron mobility. At that mobility diffusion is a smaller leak than drift: a hole diffuses $\sqrt{(k_BT/q)\mu_p\tau}=0.16$ µm in a lifetime at 300 K. Without drift, the loss of about one such length at each contact would cost roughly 3% of the holes; drift and diffusion together cost 10.5% instead of 10%. The drift loss scales as $\mu_p$ and the diffusion loss as $\sqrt{\mu_p}$, so at $10^{-9}$ cm²/Vs each alone is about 1%, and below that diffusion is the larger leak.

### A film with real dimensions

Take an ungated film 50 nm thick and 10 µm wide on glass, with $n_0=5\times10^{16}$ cm⁻³. It holds $N_0=2.5\times10^5$ dark electrons, provided the bands are flat. That is only $2.5\times10^{11}$ electrons per cm², and about 0.1 V of surface band bending would deplete the whole thickness, so in a real ungated film $N_0$ depends strongly on the surface. Let it absorb 2500 photons per second at 365 nm, which is 1.4 fW. Then there are $R\tau=2500$ extra electrons, and

$$I_{\rm ph}=qRG=(1.602\times10^{-19}\ \text{C})(2500\ \text{s}^{-1})(10^8)=40\ \text{nA}.$$

The dark current is 4.0 µA, a hundred times larger, so the signal is a 1% change on a large background. The shot noise of the dark current, about 0.5 pA in a 0.16 Hz band, is far below it. What limits detection is the 2% fluctuation in the number of extra electrons ($1/\sqrt{2500}$) and the drift and low-frequency noise of the dark current. The responsivity is $2.9\times10^7$ A/W of absorbed light; for incident light, multiply by the absorbed fraction.

**Brighter light.** If a hole's recombination rate is proportional to the total electron density, the rate is $(1+y)/\tau$, where $y$ is the ratio of excess to dark electrons. Balance then requires

$$y(1+y)=\frac{R\tau}{N_0},\qquad \frac{G}{G_{\rm ideal}}=\frac{y}{R\tau/N_0}=\frac1{1+y}.$$

Here $R\tau/N_0=0.01$, and the loss is about 1%. The gain is halved at $y=1$, which needs $R\tau/N_0=2$: 200 times more light, but still only 0.27 pW absorbed. Under this law, $10^8$ is a gain for extremely faint light.

**Temperature.** The dark current dissipates $P=40$ µW. A point source $P$ on the surface of thick glass of conductivity $k$ warms a surface point at distance $\rho$ by $P/(2\pi k\rho)$. Spreading the source over the square channel of side $L$ and integrating in polar coordinates about its centre,

$$\Delta T=\frac{P}{2\pi kL^2}\;8\int_0^{\pi/4}\frac{L}{2\cos\theta}\,d\theta=\frac{4P\ln(1+\sqrt2)}{2\pi kL}\approx2.2\ \text{K}$$

for a rough $k=1$ W/mK, if all the heat enters the glass. This is the value at the centre; the average over the channel is about 1.9 K. That seems harmless, but suppose the lifetime follows $\tau\propto e^{E_a/k_BT}$ with a rough $E_a=0.8$ eV. Then 2.2 K multiplies it by about 0.8, and 20 K by about one seventh. With mobility and bias fixed, the gain falls by the same factors. The 1 s in your exercise must be the lifetime at the channel's working temperature.

**Bias.** The lifetime may also depend on the field. If it is set by a hole escaping from a centre that attracts it, the hole's energy along the easy direction is $-q^2/(4\pi\varepsilon\rho)-qF\rho$. Its maximum, at $\rho=\sqrt{q/(4\pi\varepsilon F)}$, lies below the zero-field barrier by $q\sqrt{qF/(\pi\varepsilon)}$. This is 38 meV for a rough relative permittivity of 4, enough to raise the escape rate along that one direction by a factor of about 4. Treat this as an upper bound. Averaging over escape directions gives about 1.9. The maximum also lies 19 nm from the centre, beyond the Debye length of 11 to 17 nm in this film (relative permittivity 4 to 10). With that screening the lowering is about 20 meV and the averaged factor about 1.3. A trap that is neutral when empty exerts no such Coulomb attraction on the escaping hole, so this lowering is absent. Either way, use a lifetime measured at the working bias.

**Smaller corrections.** With a rough total contact resistance of 10 kΩ in series with the 2.5 MΩ channel, the photocurrent at fixed total bias changes by the factor $[R_{\rm ch}/(R_{\rm ch}+R_{\rm c})]^2$, a loss of 0.8%. The charge that the bias places near the contacts is of order $\varepsilon VW$. Compared with the dark charge $qn_0dWL$, this is about 7% for a surrounding relative permittivity of 3, so the uniform field is good only to roughly that order over most of the channel, and less good close to the contacts. For the same reason local neutrality is not exact in so thin a film: for a wide film of this thickness, the table's gains at $\lambda\ge1$ come out about 4% higher. The drift speed is 0.5% of the thermal speed, and the field is about a hundredth of a rough breakdown scale of 1 MV/cm.

### How this compares with real films

An electron mobility near 10 cm²/Vs is of the order found in transistors made from amorphous indium gallium zinc oxide. Their channels usually hold many more electrons per volume than the film above, and at lower density the mobility can be smaller, so use a value measured at the film's own density. The dark density varies greatly with preparation, and femtowatts are far below ordinary illumination. The assumption I would trust least is the single lifetime, because photocurrents in such oxides can decay over a wide range of times. In the linear model, a spread of lifetimes replaces $\tau$ by its average over the holes created. If 99% of them lived 1 s and 1% lived 100 s, the average would be $0.99+1.00=1.99$ s. The steady gain would double, though it would take several hundred seconds to settle.

So the answer to the exercise is $G=10^8$, as an ideal value for faint, steady light and immobile holes. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
lifetime 1.0 s; mobility 10.0 cm2/Vs
channel length 10.0 um; bias 10.0 V
width 10.0 um; thickness 50.0 nm
dark electron density 5.00e+16 cm^-3; temperature 300 K
absorbed photon rate 2500 1/s
wavelength 365 nm; photon energy 3.397 eV
field 1.000e+04 V/cm; drift speed 1.000e+05 cm/s
transit time 10.000 ns
ideal gain 1.0000e+08 electrons per absorbed photon
gain from time integration in SI units 1.0000e+08
fraction of final gain after 1 lifetime 0.6321
fraction of final gain after 5 lifetimes 0.9933
electron count, lifetime/transit ratio 5.0:
  replenishing contacts 4.997 per photon
  blocking contacts 0.4692; formula 0.4683
excess electrons 2500; dark electrons 2.500e+05
photocurrent 40.05 nA
dark current 4.005 uA
absorbed optical power 1.361 fW
responsivity to absorbed light 2.944e+07 A/W
battery energy per photon 1.00e+09 eV
bandwidth 0.1592 Hz; gain*bandwidth 1.592e+07 Hz
modulated amplitude at bandwidth / slow value 0.7071
hole mobility 1e-09 cm2/Vs: lambda 1.00e-02, gain 9.900e+07
hole mobility 1e-08 cm2/Vs: lambda 1.00e-01, gain 9.000e+07
hole mobility 1e-07 cm2/Vs: lambda 1.00e+00, gain 3.679e+07
hole mobility 1e-06 cm2/Vs: lambda 1.00e+01, gain 4.837e+06
hole mobility 1e-03 cm2/Vs: lambda 1.00e+04, gain 5.000e+03
hole mobility for 10 percent gain loss 1.00e-08 cm2/Vs
hole diffusion length at that mobility 0.161 um
diffusion loss estimate 2*length/L 3.22 percent
light level: excess/dark density for fixed lifetime 0.0100
gain loss if rate follows density 0.98 percent
contact resistance times width (rough) 10 ohm cm
contact resistance 10.0 kohm; channel 2.497 Mohm
gain loss from contacts 0.80 percent
surrounding relative permittivity (rough) 3.0
contact space charge / dark charge, estimate 0.066
glass conductivity (rough) 1.0 W/mK
dark heating power 40.05 uW
channel heating 2.25 K
lifetime activation energy (rough) 0.80 eV
lifetime factor for that heating 0.794
lifetime factor for 20 K warmer use 0.145
optical relative permittivity (rough) 4.0
attractive-trap barrier lowering 37.9 meV; kT 25.9 meV
emission factor from lowering 4.34
effective mass (rough) 0.34 electron masses
thermal speed 2.00e+07 cm/s; drift/thermal 0.0050
band density 4.97e+18 cm^-3; dark/band 0.0101
field 0.010 MV/cm; breakdown scale (rough) 1.0 MV/cm
```
